**Ion sheath with a constant charge-exchange path: local law and nonlocal solution**

For a sheath much wider than the ion mean free path, the program examines J = (2/3)(5/3)^(3/2) (1/4π) [2λ/(πM)]^(1/2) V^(3/2)/s^(5/2) in atomic units. Here J is the ion current density, V the sheath voltage, s the sheath width, λ the mean free path and M the ion mass. The program asserts that this law agrees with a quadrature solution of Poisson's equation that uses a numerically averaged flight time. It also solves a nonlocal equation that counts ions by their last birthplace, and asserts its free-fall and collisional limits, its width powers and its leading logarithmic correction. A particle simulation in the computed potential is asserted to reproduce the mean transit time within 1% and the mean impact energy within 4%. In the example, with s/λ = 50, the nonlocal current is 0.960 of the local-law value and 0.247 of the collisionless value. The mean impact energy is 16.2 eV in a 500 eV sheath. The output also shows the width power moving from −2 toward −5/2 as s/λ grows.

## Check in Python

```python
"""Space-charge-limited ion current with a constant charge-exchange path.

Result under test, in atomic units (4 pi eps0 = e = 1):
  J = (2/3)(5/3)^(3/2) /(4 pi) * sqrt(2 lam/(pi M)) * V^(3/2) / s^(5/2)
for lam/s -> 0.  J: ion current density, V: sheath voltage, s: sheath width,
lam: ion mean free path, M: ion mass.  Ions enter at rest with zero field;
each collision replaces the ion by one at rest; no electrons, no ionization.

The nonlocal problem has one universal potential psi(xi), xi = x/lam:
  psi'' = exp(-xi)/sqrt(psi(xi))
          + integral_0^xi exp(-(xi-eta))/sqrt(psi(xi)-psi(eta)) d eta,
  psi(0) = psi'(0) = 0, and
  J = sqrt(2/M) V^(3/2)/(4 pi s^2) * G(N), G = N^2/psi(N)^(3/2), N = s/lam.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

PI = np.pi


def gauss_unit(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return 0.5 * (nodes + 1), 0.5 * weights


def solve_universal(step):
    """Return psi(xi) and psi'(xi); z = xi^(1/3) makes psi/z^4 smooth."""
    z = np.linspace(0.0, 21.0, int(round(21.0 / step)) + 1)
    xi = z**3
    nodes, weights = gauss_unit(60)
    top = np.sqrt(np.minimum(xi[1:], 36.0))[:, None]
    root = top * nodes
    back = root**2
    z_birth = np.cbrt(np.maximum(xi[1:, None] - back, 0.0))
    kernel = weights * top * 2 * root * np.exp(-back)
    shape = 1.7 + 1.15 * z            # starting guess only
    for _ in range(60):
        spline = CubicSpline(z, shape)
        drop = (z**4 * shape)[1:, None] - z_birth**4 * spline(z_birth)
        born = np.sum(kernel / np.sqrt(drop), axis=1)
        density = 3 * np.exp(-xi) / np.sqrt(shape)
        density[1:] += 3 * z[1:]**2 * born
        field = CubicSpline(z, density).antiderivative()(z)
        pot = CubicSpline(z, 3 * z**2 * field).antiderivative()(z)
        new = np.empty_like(shape)
        new[0] = 0.75 * density[0]
        new[1:] = pot[1:] / z[1:]**4
        change = np.max(np.abs(new / shape - 1))
        shape = shape**(1 / 3) * new**(2 / 3)
        if change < 1e-11:
            break
    assert change < 1e-7, change
    shape_spline = CubicSpline(z, shape)
    field_spline = CubicSpline(z, field)

    def potential(x):
        zz = np.cbrt(x)
        return zz**4 * shape_spline(zz)

    def slope(x):
        return field_spline(np.cbrt(x))
    return potential, slope


psi, dpsi = solve_universal(0.025)
psi_coarse, _ = solve_universal(0.05)
grid_error = max(abs(psi_coarse(x) / psi(x) - 1) for x in (1., 50., 1000.))
assert grid_error < 1e-4, grid_error


def G(N):
    return float(N**2 / psi(N)**1.5)


def G_local(N):
    return (2 / 3) * (5 / 3)**1.5 / np.sqrt(PI * N)


def width_power(N):
    return float(-1.5 * N * dpsi(N) / psi(N))


def impact_fraction(N):
    """Flux-weighted mean ion energy at the wall divided by V."""
    part = quad(lambda y: np.exp(-y) * (psi(N) - psi(N - y)),
                0, min(N, 40.0), limit=200)[0]
    return float(np.exp(-N) + part / psi(N))


# Limits of the nonlocal solution
child_limit = G(0.001)
assert abs(child_limit / (4 / 9) - 1) < 2e-3
assert abs(width_power(0.001) + 2) < 5e-3
assert abs(G(8000.) / G_local(8000.) - 1) < 1e-3
assert abs(width_power(8000.) + 2.5) < 2e-3
assert abs(impact_fraction(1000.) / (5 / 3 / 1000.) - 1) < 5e-3

# Leading correction to the local law, including its logarithm


def deficit(N):
    return N * (1 - G(N) / G_local(N))


log_slope = (deficit(8000.) - deficit(1000.)) / np.log(8.0)
assert abs(log_slope / (5 / 24) - 1) < 0.10, log_slope
edge_constant = deficit(8000.) / 2.5 - (np.log(8000.) - 1.5) / 12


def corrected_ratio(N):
    return 1 - 2.5 / N * ((np.log(N) - 1.5) / 12 + edge_constant)


assert abs(corrected_ratio(200.) - G(200.) / G_local(200.)) < 1e-3

# Particle simulation in the universal potential: mean transit time must be
# psi'(N), and the mean wall energy must match the birthplace integral.
rng = np.random.default_rng(7)
N_mc, ions = 10.0, 20000
place = np.zeros(ions)
transit = np.zeros(ions)
impact = np.zeros(ions)
active = np.arange(ions)
mc_nodes, mc_weights = gauss_unit(24)
power = 3                              # first flight starts at zero field
while active.size:
    start = place[active]
    end = np.minimum(start + rng.exponential(size=active.size), N_mc)
    length = end - start
    travelled = length[:, None] * mc_nodes**power
    gained = psi(start[:, None] + travelled) - psi(start)[:, None]
    jac = length[:, None] * power * mc_nodes**(power - 1)
    transit[active] += np.sum(mc_weights * jac / np.sqrt(gained), axis=1)
    at_wall = end >= N_mc
    impact[active[at_wall]] = psi(N_mc) - psi(start[at_wall])
    place[active] = end
    active = active[~at_wall]
    power = 2
mc_time = transit.mean()
mc_energy = impact.mean() / float(psi(N_mc))
assert abs(mc_time / dpsi(N_mc) - 1) < 0.01
assert abs(mc_energy / impact_fraction(N_mc) - 1) < 0.04

# Worked example, round model parameters
bohr = physical_constants['Bohr radius'][0]
bohr_A = bohr * 1e10
hartree_eV = physical_constants['Hartree energy in eV'][0]
current_SI = physical_constants['atomic unit of current'][0] / bohr**2
M = 70000.0
V_eV, lam_A, s_A = 500.0, 1.0e6, 5.0e7
V, lam, s = V_eV / hartree_eV, lam_A / bohr_A, s_A / bohr_A
N = s / lam


def local_law(voltage, width):
    return ((2 / 3) * (5 / 3)**1.5 / (4 * PI) * np.sqrt(2 * lam / (PI * M))
            * voltage**1.5 / width**2.5)


# Mean flight duration is averaged numerically, then Poisson is integrated
# with the field as the variable; no closed sheath formula enters.
mean_root = quad(lambda r: 2 * r**2 * np.exp(-r**2), 0, 8)[0]


def drift(field):
    return np.sqrt(lam * field / (2 * M)) / mean_root


def current_by_quadrature(voltage, width, speed):
    mean_field = voltage / width

    def moments(q):
        first = quad(lambda f: speed(f * mean_field), 0, q)[0]
        second = quad(lambda f: f * speed(f * mean_field), 0, q)[0]
        return first, second

    def mismatch(q):
        first, second = moments(q)
        return second / first - 1
    q_wall = brentq(mismatch, 1.0, 5.0, xtol=1e-12)
    return moments(q_wall)[0] * mean_field / (4 * PI * width), q_wall


for factor_V, factor_s in ((1, 1), (4, 1), (1, 3)):
    numeric, q_wall = current_by_quadrature(factor_V * V, factor_s * s, drift)
    assert abs(numeric / local_law(factor_V * V, factor_s * s) - 1) < 1e-6
    assert abs(q_wall - 5 / 3) < 1e-6


def mobility_drift(field):
    return 3.0 * field


j0 = current_by_quadrature(V, s, mobility_drift)[0]
mob_V = np.log2(current_by_quadrature(2 * V, s, mobility_drift)[0] / j0)
mob_s = np.log2(current_by_quadrature(V, 2 * s, mobility_drift)[0] / j0)
assert abs(mob_V - 2) < 1e-6 and abs(mob_s + 3) < 1e-6


def nonlocal_current(voltage, width):
    return (np.sqrt(2 / M) * voltage**1.5 / (4 * PI * width**2)
            * G(width / lam))


# Poisson's equation in physical variables at two voltages
poisson_error = 0.0
for voltage in (V, 4 * V):
    def phi(x):
        return voltage * float(psi(x / lam) / psi(N))
    x0, dx = 0.6 * s, 0.6 * lam
    curvature = (phi(x0 + dx) - 2 * phi(x0) + phi(x0 - dx)) / dx**2

    def born_part(r):
        gain = phi(x0) - phi(x0 - lam * r**2)
        return 2 * r * np.exp(-r**2) / np.sqrt(2 * gain / M)
    number = quad(born_part, 1e-4, np.sqrt(x0 / lam), limit=200)[0]
    number += 1e-4 * born_part(1e-4)   # flat integrand next to zero
    number += np.exp(-x0 / lam) / np.sqrt(2 * phi(x0) / M)
    charge = 4 * PI * nonlocal_current(voltage, s) * number
    poisson_error = max(poisson_error, abs(charge / curvature - 1))
assert poisson_error < 1e-3, poisson_error

J_local = local_law(V, s)
J_full = nonlocal_current(V, s)
J_free = (4 / 9) * np.sqrt(2 / M) * V**1.5 / (4 * PI * s**2)
wall_local = 5 * V_eV / (3 * s_A)
wall_full = V_eV / lam_A * float(dpsi(N) / psi(N))

print(f"ion mass = {M:.0f} electron masses")
print(f"sheath voltage times unit charge = {V_eV:.1f} eV")
print(f"mean free path = {lam_A:.3e} angstrom")
print(f"sheath width = {s_A:.3e} angstrom")
print(f"width / mean free path N = {N:.1f} (no unit)")
print(f"local-law current density = {J_local:.5e} atomic units")
print(f"local-law current density = {J_local*current_SI:.4f} A/m^2")
print(f"nonlocal current density = {J_full:.5e} atomic units")
print(f"collisionless current density = {J_free:.5e} atomic units")
print(f"nonlocal / local current = {J_full/J_local:.5f} (no unit)")
print(f"nonlocal / collisionless current = {J_full/J_free:.5f} (no unit)")
print(f"wall field, local law = {wall_local:.5e} eV/angstrom")
print(f"wall field, nonlocal = {wall_full:.5e} eV/angstrom")
print(f"mean impact energy, local law = {wall_local*lam_A:.3f} eV")
print(f"mean impact energy, nonlocal = {V_eV*impact_fraction(N):.3f} eV")
print("crossover: N, G, J/J_local, width power (no units)")
for value in (0.001, 0.1, 1., 5., 10., 50., 200., 1000., 8000.):
    print(f"  {value:8.3f} {G(value):.6f} "
          f"{G(value)/G_local(value):.6f} {width_power(value):.5f}")
print(f"edge constant C = {edge_constant:.4f} (no unit)")
print(f"logarithm coefficient, nonlocal = {log_slope:.4f} (no unit)")
print(f"logarithm coefficient, 5/24 = {5/24:.4f} (no unit)")
print(f"corrected ratio at N=50 = {corrected_ratio(50.):.5f} (no unit)")
print(f"corrected ratio at N=200 = {corrected_ratio(200.):.5f} (no unit)")
print(f"simulation: N = {N_mc:.0f}, ions = {ions} (no units)")
print(f"scaled transit time, simulation = {mc_time:.4f} (no unit)")
print(f"scaled transit time, psi'(N) = {float(dpsi(N_mc)):.4f} (no unit)")
print(f"impact energy / V, simulation = {mc_energy:.4f} (no unit)")
print(f"impact energy / V, integral = {impact_fraction(N_mc):.4f} (no unit)")
print(f"constant mobility: voltage power = {mob_V:.4f} (no unit)")
print(f"constant mobility: width power = {mob_s:.4f} (no unit)")
print(f"largest relative grid change = {grid_error:.1e} (no unit)")
print(f"largest relative Poisson error = {poisson_error:.1e} (no unit)")
print("no test failed")
```

Output:

```
ion mass = 70000 electron masses
sheath voltage times unit charge = 500.0 eV
mean free path = 1.000e+06 angstrom
sheath width = 5.000e+07 angstrom
width / mean free path N = 50.0 (no unit)
local-law current density = 4.29506e-19 atomic units
local-law current density = 1.0159 A/m^2
nonlocal current density = 4.12221e-19 atomic units
collisionless current density = 1.66788e-18 atomic units
nonlocal / local current = 0.95976 (no unit)
nonlocal / collisionless current = 0.24715 (no unit)
wall field, local law = 1.66667e-05 eV/angstrom
wall field, nonlocal = 1.64273e-05 eV/angstrom
mean impact energy, local law = 16.667 eV
mean impact energy, nonlocal = 16.211 eV
crossover: N, G, J/J_local, width power (no units)
     0.001 0.444383 0.017364 -2.00017
     0.100 0.437523 0.170960 -2.01545
     1.000 0.387009 0.478205 -2.12078
     5.000 0.276508 0.763986 -2.30366
    10.000 0.218379 0.853303 -2.37421
    50.000 0.109846 0.959757 -2.46410
   200.000 0.056546 0.988125 -2.48920
  1000.000 0.025522 0.997258 -2.49747
  8000.000 0.009045 0.999602 -2.49963
edge constant C = 0.6504 (no unit)
logarithm coefficient, nonlocal = 0.2137 (no unit)
logarithm coefficient, 5/24 = 0.2083 (no unit)
corrected ratio at N=50 = 0.95743 (no unit)
corrected ratio at N=200 = 0.98791 (no unit)
simulation: N = 10, ions = 20000 (no units)
scaled transit time, simulation = 9.4081 (no unit)
scaled transit time, psi'(N) = 9.4035 (no unit)
impact energy / V, simulation = 0.1489 (no unit)
impact energy / V, integral = 0.1481 (no unit)
constant mobility: voltage power = 2.0000 (no unit)
constant mobility: width power = -3.0000 (no unit)
largest relative grid change = 5.0e-06 (no unit)
largest relative Poisson error = 1.4e-05 (no unit)
no test failed
```
